# Identical delayed copies lengthen a pulse without reducing its speckle

Splitting a pulse into delayed copies that do not overlap in time, and that all carry the same spatiotemporal field, leaves the normalized dose pattern in a resist at rest unchanged. Its speckle contrast is unchanged too, however long the train becomes. In the example below the duration rises from 20 ns to 63.6 ns and the contrast stays at 20.3 %, where an estimate from the duration and bandwidth alone gives 11.4 %. Stretching with non-overlapping copies lowers the contrast when the copies deposit different normalized patterns, each with the contrast of the original pulse.

## The counter-example

**Dose and contrast.** Let $E(\mathbf r,t)$ be the field of one linearly polarized pulse at the resist, scaled so that $|E|^2$ is the intensity. The resist is assumed to respond to the accumulated dose

$$D(\mathbf r)=\int |E(\mathbf r,t)|^2\,dt .$$

The mean dose $\langle D\rangle$ over many pulses is uniform, and the contrast is $C=\sqrt{\mathrm{Var}\,D}/\langle D\rangle$.

**The single pulse.** Take $E$ to be a circular complex Gaussian field with temporal covariance

$$\Gamma(t,t')=\langle E(t)E^*(t')\rangle=\sqrt{P(t)P(t')}\,\gamma(t-t'),$$

where $P$ is the mean intensity and $\gamma(0)=1$. For such a field the fourth moment splits into pairs:

$$\langle |E(t)|^2|E(t')|^2\rangle=P(t)P(t')+|\Gamma(t,t')|^2 .$$

Integrating over both times and subtracting $\langle D\rangle^2$ leaves

$$C^2=\frac{\iint|\Gamma(t,t')|^2dt\,dt'}{\left(\int P\,dt\right)^2}. \tag{1}$$

If $P$ varies little within the coherence time $\tau_c=\int|\gamma(s)|^2ds$, the numerator is $\tau_c\int P^2dt$, so

$$C^2\simeq\frac{\tau_c}{T_{IS}},\qquad T_{IS}=\frac{\left(\int P\,dt\right)^2}{\int P^2\,dt}. \tag{2}$$

The wavelength is 193 nm and the spectrum is Gaussian, with full width at half maximum 0.1 pm. In frequency this is $\Delta\nu=c\,\Delta\lambda/\lambda^2=0.805$ GHz. The Fourier transform of the spectrum gives $|\gamma(s)|^2=\exp[-\pi^2\Delta\nu^2s^2/(2\ln2)]$, whose integral is

$$\tau_c=\sqrt{\frac{2\ln 2}{\pi}}\,\frac1{\Delta\nu}=0.825\ \text{ns}.$$

The pulse is $P=\sin^2(\pi t/T)$ with full length $T=30$ ns. Since $\int P\,dt=T/2$ and $\int P^2dt=3T/8$, we have $T_{IS}=2T/3=20$ ns. Equation (2) then gives $C=\sqrt{0.825/20}=20.3\,\%$, in agreement with the double integral (1).

**The stretcher.** A beam splitter of reflectivity $R=\rho^2=0.4$ reflects part of the pulse directly and sends the rest around a lossless loop with delay $\tau=40$ ns. Let the reflection amplitude be $\rho$ from outside and $-\rho$ from inside; the opposite signs conserve energy. Entering and leaving the loop contributes the factor $1-R$, so the copies have amplitudes

$$a_0=\rho,\qquad a_k=(1-R)(-\rho)^{k-1}\quad(k\ge1),$$

apart from carrier phases. Their energy fractions are $w_0=R=0.4$ and $w_k=(1-R)^2R^{k-1}=0.36,\ 0.144,\ 0.0576,\dots$, which sum to $R+(1-R)=1$.

The dose of the train is

$$D'=\sum_{j,k}a_ja_k^*\int E(\mathbf r,t-j\tau)E^*(\mathbf r,t-k\tau)\,dt .$$

Because $\tau=40$ ns exceeds the pulse length of 30 ns, at least one factor vanishes at every instant when $j\ne k$. The terms with $j=k$ remain, and a shift of the time origin makes each integral equal to $D$:

$$D'(\mathbf r)=\Big(\sum_k|a_k|^2\Big)D(\mathbf r). \tag{3}$$

The prefactor cancels on normalization. This holds for each individual pulse and for any carrier phases, without the Gaussian assumption. As a numerical test, complete random fields were added coherently with random carrier phases. The largest change in the normalized pattern was $4\times10^{-15}$ of the mean dose, which is rounding error.

**Where the estimate from the duration fails.** The non-overlapping copies have total energy $\sum|a_k|^2\int P\,dt$ and squared-intensity integral $\sum|a_k|^4\int P^2dt$. Hence

$$T_{IS}'=\frac{T_{IS}}{\sum_kw_k^2}=\frac{20\ \text{ns}}{0.3143}=63.6\ \text{ns}.$$

Inserting this in (2) gives $\sqrt{0.825/63.6}=11.4\,\%$. But (2) assumed that the field is correlated with itself only within about $\tau_c$. The train has covariance

$$\Gamma'(t,t')=\sum_{j,k}a_ja_k^*\,\Gamma(t-j\tau,t'-k\tau),$$

with islands of correlation near $t-t'=(j-k)\tau$. The islands occupy separate regions of the $(t,t')$ plane, so their squared magnitudes add:

$$C'^2=C^2\sum_{j,k}w_jw_k=C^2\Big(\sum_kw_k\Big)^2=C^2 .$$

Keeping just the terms $j=k$ would give the factor $\sum_kw_k^2$, which is the mistaken result. The effective number of independent temporal modes, $1/C^2$, is 24.2 both before and after stretching.

A single sine-squared pulse with the same $T_{IS}'$ and the same bandwidth, but fresh fluctuations throughout, does have a contrast of 11.4 %. Duration and bandwidth therefore do not suffice to fix the contrast.

## The general statement

Let non-overlapping copies deposit normalized patterns $1+\delta_k(\mathbf r)$ with energy fractions $w_k>0$, where $\sum_kw_k=1$, $\langle\delta_k\rangle=0$ and $\langle\delta_k^2\rangle=C^2$ for every copy. Then

$$C'^2=C^2-\frac12\sum_{j,k}w_jw_k\big\langle(\delta_j-\delta_k)^2\big\rangle. \tag{4}$$

The contrast cannot rise. It stays the same if and only if all copies deposit the same pattern, apart from events of zero probability.

**Proof.** Without overlap the doses add, so the normalized total is $1+\sum_kw_k\delta_k$ and

$$C'^2=\sum_{j,k}w_jw_k\langle\delta_j\delta_k\rangle .$$

Expanding the square gives $\langle(\delta_j-\delta_k)^2\rangle=2C^2-2\langle\delta_j\delta_k\rangle$, or

$$\langle\delta_j\delta_k\rangle=C^2-\tfrac12\langle(\delta_j-\delta_k)^2\rangle .$$

Substitution, with $\sum_{j,k}w_jw_k=1$, yields (4). Every subtracted term is non-negative, and their sum vanishes only if each one does. $\square$

Identical fields give $\delta_j=\delta_k$ and no reduction. Independent patterns have $\langle\delta_j\delta_k\rangle=0$ for $j\ne k$, so $C'^2=C^2\sum_kw_k^2$. For the present weights the contrast is then multiplied by $\sqrt{0.3143}=0.561$. A simulation using different random pulses as the copies gave the same factor within 1 %.

## Displaced copies

Suppose copy $k$ has the same field displaced by $\boldsymbol\Delta_k$ at the resist, and let the field covariance factor into $\mu(\mathbf r-\mathbf r')\,\Gamma(t,t')$. The step that led to (1) now gives $\langle\delta_j\delta_k\rangle=C^2|\mu(\boldsymbol\Delta_j-\boldsymbol\Delta_k)|^2$, hence

$$C'^2=C^2\sum_{j,k}w_jw_k\,|\mu(\boldsymbol\Delta_j-\boldsymbol\Delta_k)|^2. \tag{5}$$

For independent source points filling a disc uniformly, the transverse spatial frequencies extend to $f_0=\mathrm{NA}\,\sigma/\lambda$, where NA is the numerical aperture and $\sigma$ the source fill. Averaging the plane-wave phase over the disc gives

$$\mu(\Delta)=\frac{2}{f_0^2}\int_0^{f_0}J_0(2\pi f\Delta)\,f\,df=\frac{2J_1(q)}{q},\qquad q=\frac{2\pi\,\mathrm{NA}\,\sigma\,\Delta}{\lambda}.$$

With NA = 1.35 and $\sigma=0.8$, a displacement of 110 nm per round trip gives $q=3.87$, close to the first zero of $J_1$ at 3.83. Neighbouring copies are then almost uncorrelated, and (5) gives 11.4 %. Here the stretcher does deliver nearly the full reduction, because of the displacement.

## When copies overlap

The derivation of (3) uses non-overlap. When copies overlap, the result depends on the stretcher. Consider two equal copies with $\tau\gg\tau_c$. Their dose is

$$D'=2D+X+X^*,\qquad X=\int E(t)E^*(t-\tau)\,dt .$$

Write $V=\mathrm{Var}\,D\simeq\tau_c\int P^2dt$. The mean of $X$ is negligible because $\gamma(\tau)\simeq0$. Pairing the fields at nearby times gives

$$\langle|X|^2\rangle\simeq\iint\Gamma(t,t')\,\Gamma^*(t-\tau,t'-\tau)\,dt\,dt'\simeq\tau_c\int P(t)P(t-\tau)\,dt=oV,$$

$$o=\frac{\int P(t)P(t-\tau)\,dt}{\int P^2\,dt}.$$

The averages $\langle X^2\rangle$ and $\langle(D-\langle D\rangle)X\rangle$ would each need two time differences, separated by at least $\tau$, to be small together, so both are negligible. Therefore $\mathrm{Var}\,D'=4V+2oV$, while $\langle D'\rangle=2\langle D\rangle$, and

$$C'^2=C^2\left(1+\frac o2\right).$$

For $\tau=10$ ns the overlap is $o=0.471$, and the contrast rises from 20.3 % to 22.6 %. The simulated fields also gave 22.6 %. Interference has added a random pattern of its own.

The complete output of the lossless loop behaves differently. With $z=e^{i\omega\tau}$, including any constant loop phase, its frequency response is

$$H=\rho+(1-\rho^2)z\sum_{n=0}^{\infty}(-\rho z)^n=\rho+\frac{(1-\rho^2)z}{1+\rho z}=\frac{\rho+z}{1+\rho z}.$$

Since $|z|=1$, both $|\rho+z|^2$ and $|1+\rho z|^2$ equal $1+\rho^2+2\rho\,\mathrm{Re}\,z$, so $|H|=1$. Parseval's theorem then gives, at each point,

$$D'=\int|H|^2|\tilde E(\mathbf r,\omega)|^2\frac{d\omega}{2\pi}=D .$$

The loop leaves the dose pattern unchanged even when its copies overlap, provided that it has no loss and that the copies stay spatially identical. A reflectivity that varies across the spectrum does not alter this, because $|H|=1$ holds at each frequency separately. In a test with a 10 ns delay the pattern changed by $5\times10^{-15}$ of the mean dose.

## A moving wafer

The parameters are rough values for a 193 nm immersion scanner. In such a machine the resist is not at rest during the exposure. At a rough scan speed of 0.8 m/s the wafer moves 32 nm during one loop delay. In a clear-field region whose illumination speckle is fixed to the optics, copies that are identical in the laboratory are displaced in the resist. At 32 nm $|\mu|^2=0.722$, and (5) reduces the contrast to 16.4 %. Calculating the motion continuously, including that within each copy, gives the same value. Stretching thus helps here, though by less than the duration suggests. A real stretcher may also tilt, invert or misalign its copies, which this model leaves out; for static, non-overlapping copies that are only displaced, (5) with these weights places the scalar result between 11.4 % and 20.3 %, because $|\mu|^2$ lies between 0 and 1.

An 8 mm slit and a 6 kHz repetition rate give $0.008\times6000/0.8=60$ pulses per exposure. If they are independent and equally weighted, the moving-wafer contrast falls to $16.4\,\%/\sqrt{60}=2.1\,\%$. In the same scalar model, unpolarized light with two independent, equally strong components would lower the single-pulse value from 20.3 % to 14.4 %.

These contrasts leave out the field component along the optical axis, which is appreciable at this aperture. For a rough resist index of 1.7, including it lowers the single-pulse value from 20.3 % to about 18.3 %, the moving-wafer value from 16.4 % to 15.5 % for motion along the polarization and 14.7 % across it, the value for 110 nm displacements from 11.4 % to 10.6 % along and 10.3 % across, and the unpolarized value from 14.4 % to about 13.1 %. These figures weight all directions in the disc equally; transmission factors at the resist surface lower them by up to a further 0.15 percentage point. The static result (3) is unaffected, because it holds for each field component separately.

The sizes of some other neglected effects can be estimated. For a total dose of 30 mJ/cm², each pulse brings 0.5 mJ/cm². In a 100 nm resist with a rough absorption coefficient of $10^4$ cm⁻¹, absorbed-photon noise is about 1.5 % per coherence area and pulse. An assumed two-photon coefficient of $10^{-9}$ cm/W makes two-photon absorption about $3\times10^{-9}$ of linear absorption. Suppose the loop loses 10 % per round trip and 5 % of the pulse energy lies in a tail that has the shape of the main pulse, fluctuates independently of it and arrives 40 ns later, on top of the next copy. This pulse has a contrast of 19.3 % before the loop. The loop then changes that static contrast by 0.02 % of its value, and the pattern itself by about 0.4 % of the mean dose (root mean square). Heating is about 3 K per pulse if no heat escapes, for a rough heat capacity of 1.5 J/(cm³ K); its effect on the resist response is not modelled.

## Computed values

```
Wavelength: 193 nm
Bandwidth, full width at half maximum: 0.1 pm
Bandwidth in frequency: 0.8048 GHz
Coherence time: 0.8254 ns
Numerical aperture: 1.35
Source fill: 0.8
Full pulse length: 30 ns
Loop delay: 40 ns
Beam-splitter reflectivity: 0.4
First four copy weights: [0.4    0.36   0.144  0.0576]
Sum of squared weights: 0.3143
Single-pulse T_IS: 20 ns
Stretched T_IS: 63.63 ns
Single-pulse contrast: 20.31 %
Mistaken stretched contrast: 11.39 %
True static stretched contrast: 20.31 %
Effective mode number, single pulse: 24.24
Effective mode number, static train: 24.24
Contrast of genuinely longer pulse: 11.39 %
Simulated single-pulse contrast: 20.35 %
Largest pattern change, separate copies: 3.775e-15
Two-copy overlap delay: 10 ns
Overlap fraction o: 0.4712
Contrast of two overlapping copies: 22.58 %
Simulated overlapping-copy contrast: 22.59 %
RMS pattern change from overlap: 9.85 % of mean
Largest pattern change, overlapping lossless loop: 5.329e-15
Independent-copy contrast ratio, simulated: 0.5608
Independent-copy contrast ratio, formula: 0.5606
Chosen displacement per copy: 110 nm
Contrast with chosen displacement: 11.4 %
Chosen-displacement ratio, simulated: 0.5628
Chosen-displacement ratio, formula: 0.5611
Scan speed: 0.8 m/s
Wafer displacement per loop delay: 32 nm
Squared spatial coherence at that displacement: 0.7223
Contrast with wafer motion: 16.4 %
Wafer-motion ratio, simulated: 0.8073
Wafer-motion ratio, formula: 0.8074
Slit width: 8 mm
Repetition rate: 6 kHz
Pulses per exposure: 60
Moving-wafer contrast after all pulses: 2.117 %
Single-pulse contrast if unpolarized: 14.36 %
Total dose: 30 mJ/cm2
Dose per pulse: 0.5 mJ/cm2
Resist thickness: 100 nm
Rough resist absorption: 1e+04 1/cm
Absorbed-photon noise per coherence area: 1.459 %
Contrast change, 5% tail and 10% loop loss: 0.02023 %
Assumed two-photon coefficient: 1e-09 cm/W
Two-photon to linear absorption: 3.333e-09
Rough resist heat capacity: 1.5 J/(cm3 K)
Resist heating per pulse without heat loss: 3.172 K
```
